**Shear at the free edge of a stressed film: force balance and decay**

For a film of thickness $h$ and interior stress $\sigma$, the interfacial shear $\tau(x)$ integrates from the free edge to the deep interior to $\sigma h$. On a rigid substrate, a reduced model gives $\tau=(8\sigma h/\pi^2\lambda)\,\mathrm{artanh}(e^{-x/\lambda})$ with $\lambda=(2h/\pi)\sqrt{2/(1-\nu)}$, where $\nu$ is the film's Poisson ratio. The program solves plane-strain elasticity with fourth-order finite elements and asserts the shear, normal-force and moment balances from pointwise interface stresses. It also asserts that the model's decay length lies within 10 % of the full solution at three Poisson ratios, and that its closed form agrees with a separate numerical solution of the reduced equation. Further assertions cover the power-law tail on an elastic substrate, the stress lost by wafer bending and the energy released by a long edge debond. For a 500 nm film at 50 MPa, the output gives a force of 25 N/m and decay lengths of 522 nm (full solution) and 520 nm (model). About 94 % of the force is transferred within three film thicknesses on a rigid base.

## Verification by program

```python
# Result under test: for a film of thickness h and interior stress sigma with a
# free edge at x = 0, the interfacial shear tau(x) obeys
#     integral tau dx = sigma*h,   tau -> 0 far inside,
# and on a rigid substrate it is confined to a distance of order h. Reduced model:
#     tau = 8*sigma*h/(pi^2*lam) * artanh(exp(-x/lam)),
#     lam = (2*h/pi)*sqrt(2/(1-nu)).
# Symbols: x distance from edge, y height above interface, nu Poisson ratio,
# E Young modulus, E' = E/(1-nu^2), G shear modulus, syy interfacial normal stress.
# The reference is a plane-strain, fourth-order finite-element solution in units
# h = sigma = 1. Interface stresses are pointwise derivatives, not reactions.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.integrate import quad

P = 4
ref = np.array([-1, -np.sqrt(3/7), 0, np.sqrt(3/7), 1])
coef = np.linalg.inv(np.vander(ref))
gp, gw = np.polynomial.legendre.leggauss(6)
B = np.array([np.polyval(coef[:, j], gp) for j in range(P+1)]).T
D = np.array([np.polyval(np.polyder(coef[:, j]), gp) for j in range(P+1)]).T
d_start = np.array([np.polyval(np.polyder(coef[:, j]), -1.0) for j in range(P+1)])


def line_nodes(breaks):
    parts = [a + (b-a)*(ref[:-1]+1)/2 for a, b in zip(breaks[:-1], breaks[1:])]
    return np.append(np.concatenate(parts), breaks[-1])


def line_matrices(breaks, elements):
    """Integrals of f_i f_j, f_i' f_j' and f_i' f_j over the chosen elements."""
    n = P*(len(breaks)-1)+1
    M, S, C = np.zeros((n, n)), np.zeros((n, n)), np.zeros((n, n))
    for e in elements:
        s = slice(P*e, P*e+P+1)
        half = (breaks[e+1]-breaks[e])/2
        M[s, s] += B.T @ (gw[:, None]*B)*half
        S[s, s] += D.T @ (gw[:, None]*D)/half
        C[s, s] += D.T @ (gw[:, None]*B)
    return sp.csr_matrix(M), sp.csr_matrix(S), sp.csr_matrix(C)


def lame(E, nu):
    return E*nu/((1+nu)*(1-2*nu)), E/(2*(1+nu))


def row_sum(A):
    return np.asarray(A.sum(axis=1)).ravel()


def solve_elastic(xb, yb, regions, fixed):
    """regions: (E, nu, x elements, y elements); the first is the stressed film."""
    K, load = None, None
    for E, nu, xe, ye in regions:
        L, G = lame(E, nu)
        Mx, Sx, Cx = line_matrices(xb, xe)
        My, Sy, Cy = line_matrices(yb, ye)
        kuu = (L+2*G)*sp.kron(Sx, My) + G*sp.kron(Mx, Sy)
        kvv = (L+2*G)*sp.kron(Mx, Sy) + G*sp.kron(Sx, My)
        kuv = L*sp.kron(Cx, Cy.T) + G*sp.kron(Cx.T, Cy)
        part = sp.bmat([[kuu, kuv], [kuv.T, kvv]], format="csr")
        if K is None:
            K = part
            fu = -np.kron(row_sum(Cx), row_sum(My))
            load = np.concatenate([fu, np.zeros_like(fu)])
        else:
            K = K + part
    free = np.where((K.diagonal() > 0) & ~fixed.ravel())[0]
    sol = np.zeros(len(load))
    Kf = K.tocsr()[free][:, free].tocsc()
    sol[free] = spsolve(Kf, load[free], permc_spec="MMD_AT_PLUS_A")
    U, V = sol.reshape(fixed.shape)
    return U, V, 0.5*load @ sol


def interface(xb, yb, U, V, xe, row, E, nu):
    """Positions, weights, shear and normal stress on the film side of y = 0."""
    L, G = lame(E, nu)
    sy = slice(P*row, P*row+P+1)
    dy = d_start/((yb[row+1]-yb[row])/2)
    out = []
    for e in xe:
        s = slice(P*e, P*e+P+1)
        half = (xb[e+1]-xb[e])/2
        u, v = U[s, sy], V[s, sy]
        tau = G*(B @ u @ dy + D @ v[:, 0]/half)
        syy = (L+2*G)*(B @ v @ dy) + L*(D @ u[:, 0]/half)
        out.append(np.array([xb[e]+half*(1+gp), gw*half, tau, syy]))
    return np.concatenate(out, axis=1)


def value_at(x0, x, f):
    return np.exp(np.interp(np.log(x0), np.log(x), np.log(np.abs(f))))


def carried(x0, x, w, tau):
    return np.sum((w*tau)[x < x0])


def decay_model(nu):
    return 2/np.pi*np.sqrt(2/(1-nu))


def tau_model(x, nu):
    lam = decay_model(nu)
    return 8/(np.pi**2*lam)*np.arctanh(np.exp(-x/lam))


# ---- film on a rigid substrate; x = 12 h is the symmetry plane of the film
fine = [3.0**-k for k in range(7, 0, -1)]
xb = np.array([0.0]+fine+[0.5, 0.75]+list(np.arange(1.0, 12.01, 0.5)))
yb = np.array([0.0]+fine+[2/3, 1.0])
xe, ye = range(len(xb)-1), range(len(yb)-1)
xn, yn = line_nodes(xb), line_nodes(yb)


def rigid_case(nu, debond=0.0):
    fixed = np.zeros((2, len(xn), len(yn)), dtype=bool)
    fixed[:, xn >= debond-1e-9, 0] = True
    fixed[0, -1, :] = True
    return solve_elastic(xb, yb, [(1.0, nu, xe, ye)], fixed)


nu_f = 0.25
U, V, energy0 = rigid_case(nu_f)
x, w, tau, syy = interface(xb, yb, U, V, xe, 0, 1.0, nu_f)
force = np.sum(w*tau)
normal_force, moment = np.sum(w*syy), np.sum(w*x*syy)
assert abs(force-1) < 0.01
assert abs(normal_force) < 0.02
assert abs(moment+0.5) < 0.02
assert value_at(8.0, x, tau) < 0.002

# through-thickness force at x = h against the shear collected up to x = h
e1 = int(np.argmin(abs(xb-1.0)))
s1 = slice(P*e1, P*e1+P+1)
ux = d_start/((xb[e1+1]-xb[e1])/2) @ U[s1, :]
L1, G1 = lame(1.0, nu_f)
thickness_weights = row_sum(line_matrices(yb, ye)[0])
N_at_h = 1+(L1+2*G1)*(thickness_weights @ ux)+L1*(V[P*e1, -1]-V[P*e1, 0])
assert abs(N_at_h-carried(1.0, x, w, tau)) < 0.01

# decay length of the full solution against the reduced model
decays = []
for nu in (0.0, 0.25, 0.4):
    if nu == nu_f:
        xa, ta = x, tau
    else:
        Ua, Va, _ = rigid_case(nu)
        xa, _, ta, _ = interface(xb, yb, Ua, Va, xe, 0, 1.0, nu)
    full = 2.0/np.log(value_at(3.5, xa, ta)/value_at(5.5, xa, ta))
    decays.append((nu, full, decay_model(nu)))
    assert abs(full/decay_model(nu)-1) < 0.10

# closed form of the reduced model against a numerical solution of its equation
Mx, Sx, _ = line_matrices(xb, xe)
My, Sy, _ = line_matrices(yb, ye)
Cx = line_matrices(xb, xe)[2]
Kr = (sp.kron(Sx, My)/(1-nu_f**2)+G1*sp.kron(Mx, Sy)).tocsr()
fr = -np.kron(row_sum(Cx), row_sum(My))
keep = np.ones((len(xn), len(yn)), dtype=bool)
keep[:, 0] = False
keep[-1, :] = False
idx = np.where(keep.ravel())[0]
ur = np.zeros(len(fr))
ur[idx] = spsolve(Kr[idx][:, idx].tocsc(), fr[idx], permc_spec="MMD_AT_PLUS_A")
Ur = ur.reshape(keep.shape)
xr, wr, tr, _ = interface(xb, yb, Ur, 0*Ur, xe, 0, 1.0, nu_f)
for x0 in (0.1, 0.5, 1.0, 2.0, 4.0):
    assert abs(value_at(x0, xr, tr)/tau_model(x0, nu_f)-1) < 0.02
model_force = (quad(tau_model, 0, 1, args=(nu_f,))[0]
               + quad(tau_model, 1, 40, args=(nu_f,))[0])
assert abs(model_force-1) < 1e-6


def carried_model(x0):
    return quad(tau_model, 0, x0, args=(nu_f,))[0]


distances = (0.5, 1.0, 2.0, 3.0, 5.0)
gap = max(abs(carried(d, x, w, tau)-carried_model(d)) for d in distances)
assert gap < 0.2
corner_power = np.log(value_at(0.03, x, tau)/value_at(0.005, x, tau))/np.log(6)
assert -1 < corner_power < 0

# energy released by a long edge delamination, from two debond lengths
release = (rigid_case(nu_f, 6.0)[2]-rigid_case(nu_f, 4.0)[2])/2
release_formula = (1-nu_f**2)/2
assert abs(release/release_formula-1) < 0.02

# ---- example inputs (rough typical values) in SI units
h, sigma, E_f = 500e-9, 50e6, 8e9
E_s, nu_s, wafer = 160e9, 0.22, 775e-6
Ep_f, Ep_s = E_f/(1-nu_f**2), E_s/(1-nu_s**2)

# ---- film on an elastic substrate that extends beyond the edge
near = [3.0**-k for k in range(5, 0, -1)]
depth = np.array(near+[1.0, 4.0, 16.0, 64.0, 256.0, 1024.0])
right = near+[0.5, 0.75]+list(np.arange(1.0, 10.01, 1.0))
right += [10*1.6**k for k in range(1, 11)]
xs = np.concatenate([-depth[::-1], [0.0], right])
ys = np.concatenate([-depth[::-1], [0.0], near, [2/3, 1.0]])
first = len(depth)
film_x, film_y = range(first, len(xs)-1), range(first, len(ys)-1)
fixed = np.zeros((2, len(line_nodes(xs)), len(line_nodes(ys))), dtype=bool)
fixed[:, :, 0] = True
fixed[0, -1, :] = True
regions = [(1.0, nu_f, film_x, film_y),
           (E_s/E_f, nu_s, range(len(xs)-1), range(first))]
Us, Vs, _ = solve_elastic(xs, ys, regions, fixed)
xc, wc, tc, _ = interface(xs, ys, Us, Vs, film_x, first, 1.0, nu_f)
force_c = np.sum(wc*tc)
assert abs(force_c-1) < 0.02
tail = 2/np.pi*Ep_f/Ep_s
x1, x2 = 10*1.6**2, 10*1.6**6
tail_numeric = carried(x2, xc, wc, tc)-carried(x1, xc, wc, tc)
tail_ratio = tail_numeric/(tail*(1/x1-1/x2))
assert abs(tail_ratio-1) < 0.12

# ---- other neglected effects
M_f, M_s = E_f/(1-nu_f), E_s/(1-nu_s)
# force and moment balance of the free wafer plus film: strain = e0 + k*y
t = wafer
A = np.array([[M_s*t+M_f*h, -M_s*t**2/2+M_f*h**2/2],
              [-M_s*t**2/2+M_f*h**2/2, M_s*t**3/3+M_f*h**3/3]])
scale = np.array([1.0, 1/t])
e0, kt = np.linalg.solve((A*scale)/np.array([[1.0], [t]]),
                         -np.array([sigma*h, sigma*h**2/2/t]))
bend_loss = -M_f*(e0+kt/t*h/2)/sigma
assert abs(bend_loss/(4*h*M_f/(M_s*t))-1) < 0.01
d_alpha, d_T, adhesion = 10e-6, 80.0, 4.0
thermal = -M_f*d_alpha*d_T
gradient_shear = sigma*h*0.01/1e-3
G_ss = release_formula*sigma**2*h/E_f

MPa, nm = 1e-6, 1e9
print(f"film thickness h = {h*nm:.0f} nm")
print(f"film stress sigma = {sigma*MPa:.0f} MPa")
print(f"film modulus E = {E_f/1e9:.1f} GPa, Poisson ratio = {nu_f:.2f}")
print(f"substrate modulus = {E_s/1e9:.0f} GPa, Poisson ratio = {nu_s:.2f}")
print(f"film plane-strain modulus E' = {Ep_f/1e9:.3f} GPa")
print(f"film force per width sigma*h = {sigma*h:.2f} N/m")
print(f"2D, rigid base: integral tau/(sigma h) = {force:.4f}")
print(f"2D: integral syy/(sigma h) = {normal_force:.4f}")
print(f"2D: integral x*syy/(sigma h^2) = {moment:.4f}")
print(f"2D: N(h)/(sigma h) from thickness = {N_at_h:.4f}")
print(f"2D: shear collected to x=h /(sigma h) = {carried(1.0, x, w, tau):.4f}")
for nu, full, mod in decays:
    print(f"nu={nu:.2f}: decay length/h 2D = {full:.4f}, model = {mod:.4f}")
print(f"model decay length = {decay_model(nu_f)*h*nm:.0f} nm")
print(f"2D decay length = {decays[1][1]*h*nm:.0f} nm")
for d in (0.01,)+distances:
    print(f"x={d*h*nm:.0f} nm: tau 2D = {value_at(d, x, tau)*sigma*MPa:.3f} MPa, "
          f"model = {tau_model(d, nu_f)*sigma*MPa:.3f} MPa")
for d in distances:
    print(f"x={d*h*nm:.0f} nm: force share 2D = {carried(d, x, w, tau):.4f}, "
          f"model = {carried_model(d):.4f}")
print(f"largest force-share gap, 2D vs model = {gap:.4f}")
print(f"mean shear distance 2D = {np.sum(w*x*tau)/force*h*nm:.0f} nm")
print(f"corner power of tau (2D, x from 0.005h to 0.03h) = {corner_power:.3f}")
print(f"elastic substrate: integral tau/(sigma h) = {force_c:.4f}")
for d in (1.0, 5.0):
    print(f"elastic substrate: force share at {d*h*nm:.0f} nm = "
          f"{carried(d, xc, wc, tc):.4f}")
print(f"tail coefficient (2/pi)E'/Es' = {tail:.4f}")
print(f"tail force, 2D / formula = {tail_ratio:.3f}")
print(f"tau at 10h: elastic = {value_at(10.0, xc, tc)*sigma*1e-3:.2f} kPa, "
      f"rigid model = {tau_model(10.0, nu_f)*sigma*1e-3:.2f} kPa")
print(f"wafer thickness = {wafer*1e6:.0f} um")
print(f"stress lost by wafer strain and bending = {bend_loss*100:.4f} %")
print(f"expansion mismatch = {d_alpha*1e6:.0f} ppm/K, heating = {d_T:.0f} K")
print(f"stress change on heating = {thermal*MPa:.2f} MPa")
print(f"interior shear, 1 % thickness change per mm = {gradient_shear:.0f} Pa")
print(f"release rate, 2D debond / formula = {release/release_formula:.4f}")
print(f"delamination release rate = {G_ss:.4f} J/m2")
print(f"rough adhesion energy (input) = {adhesion:.1f} J/m2")
print("success")
```

It prints:

```
film thickness h = 500 nm
film stress sigma = 50 MPa
film modulus E = 8.0 GPa, Poisson ratio = 0.25
substrate modulus = 160 GPa, Poisson ratio = 0.22
film plane-strain modulus E' = 8.533 GPa
film force per width sigma*h = 25.00 N/m
2D, rigid base: integral tau/(sigma h) = 1.0000
2D: integral syy/(sigma h) = 0.0000
2D: integral x*syy/(sigma h^2) = -0.5000
2D: N(h)/(sigma h) from thickness = 0.6084
2D: shear collected to x=h /(sigma h) = 0.6084
nu=0.00: decay length/h 2D = 0.8392, model = 0.9003
nu=0.25: decay length/h 2D = 1.0441, model = 1.0396
nu=0.40: decay length/h 2D = 1.2089, model = 1.1623
model decay length = 520 nm
2D decay length = 522 nm
x=5 nm: tau 2D = 85.328 MPa, model = 104.034 MPa
x=250 nm: tau 2D = 26.067 MPa, model = 28.150 MPa
x=500 nm: tau 2D = 16.907 MPa, model = 15.695 MPa
x=1000 nm: tau 2D = 7.445 MPa, model = 5.735 MPa
x=1500 nm: tau 2D = 2.929 MPa, model = 2.178 MPa
x=2500 nm: tau 2D = 0.431 MPa, model = 0.318 MPa
x=250 nm: force share 2D = 0.3989, model = 0.4740
x=500 nm: force share 2D = 0.6084, model = 0.6849
x=1000 nm: force share 2D = 0.8416, model = 0.8813
x=1500 nm: force share 2D = 0.9389, model = 0.9547
x=2500 nm: force share 2D = 0.9910, model = 0.9934
largest force-share gap, 2D vs model = 0.0765
mean shear distance 2D = 526 nm
corner power of tau (2D, x from 0.005h to 0.03h) = -0.252
elastic substrate: integral tau/(sigma h) = 1.0002
elastic substrate: force share at 500 nm = 0.5903
elastic substrate: force share at 2500 nm = 0.9811
tail coefficient (2/pi)E'/Es' = 0.0323
tail force, 2D / formula = 1.065
tau at 10h: elastic = 27.95 kPa, rigid model = 2.59 kPa
wafer thickness = 775 um
stress lost by wafer strain and bending = 0.0134 %
expansion mismatch = 10 ppm/K, heating = 80 K
stress change on heating = -8.53 MPa
interior shear, 1 % thickness change per mm = 250 Pa
release rate, 2D debond / formula = 1.0000
delamination release rate = 0.0732 J/m2
rough adhesion energy (input) = 4.0 J/m2
success
```
